# Why Strong Magnetron Sputtering Thins the Gas in Front of the Target

Take a gas between two wide parallel plates a distance \(L\) apart, both held at temperature \(T_0\). Let a power \(P\) per unit area be released in the gas at the midplane, and let the thermal conductivity \(\kappa\) be constant for the moment. In the steady state half of the power flows to each plate, across a distance \(L/2\), so the midplane is hotter than the plates by

\[
\Delta T=\frac{P}{2}\,\frac{L/2}{\kappa}=\frac{PL}{4\kappa}.
\]

If the gap is open at its edges to a chamber at pressure \(p\), the gas at rest has that pressure everywhere, and its number density is \(n=p/(k_BT)\). At the midplane it has fallen from \(n_0=p/(k_BT_0)\) to

\[
n=\frac{n_0}{1+a},\qquad a=\frac{PL}{4\kappa T_0}.
\]

For \(L=0.10\) m, \(T_0=300\) K and \(\kappa=0.018\) W/(m K), the density is halved when \(P=4\kappa T_0/L=216\) W/m². The missing gas has moved out into the chamber.

Conduction is not outrun here. It removes all the heat supplied, but it needs a temperature difference to do so, and at fixed pressure a hotter gas is a thinner gas. In front of a sputtering target, the heat considered here is brought by sputtered atoms and by ions reflected from the target as fast neutrals. One complication is new: the thinned gas stops fewer of these atoms, so the heating depends on the rarefaction it causes.

## What "faster than conduction" can mean

A comparison of speeds makes sense for the cold gas just after the discharge is switched on. Heating a monatomic gas at constant pressure takes an enthalpy \(\tfrac52 nk_B\,dT\) per volume. If the cold gas absorbs \(P\) per area, warming it by \(T_0\) at the initial rate takes

\[
t_{\rm heat}=\frac{\tfrac52 n_0k_BT_0L}{P}=\frac{5pL}{2P}.
\]

Conduction in the cold gas obeys \(\tfrac52 n_0k_B\,\partial_tT=\kappa_0\,\partial_x^2T\), where \(\kappa_0\) is the conductivity at \(T_0\). The slowest disturbance that vanishes at both plates is \(\sin(\pi x/L)\). Its second derivative brings down \(-\pi^2/L^2\), so it decays in the time

\[
t_{\rm cond}=\frac{5n_0k_BL^2}{2\pi^2\kappa_0},
\qquad
\frac{t_{\rm cond}}{t_{\rm heat}}=\frac{PL}{\pi^2\kappa_0T_0}.
\]

Up to a numerical factor, this ratio is the parameter \(a\) of the steady problem. If the heat is released at a distance of order \(L\) from the plates, heating that is fast compared with conduction in the cold gas therefore implies a large temperature excess once the balance is reached. In that sense the comparison of speeds is right. It fails when the heat is released close to one plate, which then takes it back over a short distance. With the fluxes of the example below but at 100 Pa, the ratio is still 2.8, yet the peak exceeds \(T_0\) by only 19% and 91% of the gas remains.

## How the energetic atoms heat the gas

Let the target be at \(x=0\) and the substrate at \(x=L\). A fast atom of mass \(m_i\) and speed \(v\) strikes a gas atom of mass \(M\), whose thermal motion is neglected. The centre of mass moves at \(m_iv/(m_i+M)\), and relative to it the fast atom has speed \(Mv/(m_i+M)\). An elastic collision only turns this relative velocity. If all directions are equally likely, the cross term in the squared final velocity averages to zero, and

\[
\frac{\langle v'^2\rangle}{v^2}=\frac{m_i^2+M^2}{(m_i+M)^2},
\qquad
1-\frac{\langle v'^2\rangle}{v^2}=\frac{2m_iM}{(m_i+M)^2}.
\]

With collision cross-section \(\sigma_{c,i}\), there are \(n\sigma_{c,i}\,dx\) collisions in a distance \(dx\). The energy flux \(\Phi_i(x)\) of species \(i\) then obeys

\[
\frac{d\Phi_i}{dx}=-\sigma_in\Phi_i,\qquad
\sigma_i=\sigma_{c,i}\frac{2m_iM}{(m_i+M)^2},\qquad \Phi_i(0)=F_i .
\]

This takes the atoms as moving straight ahead, \(\sigma_i\) as independent of energy, and the lost energy as becoming heat on the spot. Real atoms are emitted over a range of angles and are deflected, and the struck gas atoms travel some way before they share their energy.

For the gas I take \(\kappa=\kappa_0\sqrt{T/T_0}\). The conductivity of a gas scales as density times mean free path times thermal speed. The first two factors compensate each other, which leaves the speed, proportional to \(\sqrt T\), if the collision cross-section between gas atoms is constant. The steady heat balance is

\[
\frac{d}{dx}\left(\kappa\frac{dT}{dx}\right)=-\sum_i\sigma_in\Phi_i,\qquad n=\frac{p}{k_BT}.
\]

## The gas column makes the problem linear

A fast atom responds to the amount of gas it has crossed, not to the distance. This suggests the column \(\xi=\int_0^xn\,dx'\) as coordinate, with \(d/dx=n\,d/d\xi\). The energy fluxes become \(\Phi_i=F_ie^{-\sigma_i\xi}\), whatever the density profile.

Let \(w=\sqrt{T/T_0}\), so that \(T=T_0w^2\), \(\kappa=\kappa_0w\) and \(n=p/(k_BT_0w^2)\). Then

\[
\kappa\frac{dT}{dx}=\kappa_0w\cdot2T_0w\cdot\frac{p}{k_BT_0w^2}\frac{dw}{d\xi}
=\frac{2\kappa_0p}{k_B}\,w'(\xi).
\]

All powers of \(w\) have cancelled. This quantity is the conductive heat flux towards the target. In the heat balance, a factor \(n\) now stands on both sides and drops out:

\[
w''=-\sum_iB_i\sigma_i^2e^{-\sigma_i\xi},\qquad B_i=\frac{k_BF_i}{2\kappa_0p\,\sigma_i}.
\]

The feedback of rarefaction on heating has not been neglected; it sits in the coordinate. Two integrations from the target, with \(w(0)=w_a\) and \(w'(0)=k\), give

\[
w'=k-\sum_iB_i\sigma_i\left(1-e^{-\sigma_i\xi}\right),
\]
\[
w=w_a+k\xi-\sum_iB_i\left(\sigma_i\xi-1+e^{-\sigma_i\xi}\right).
\]

## Contact with the walls

At low pressure the gas next to a wall is hotter than the wall. Let \(\Gamma\) be the number of gas atoms striking the wall per area and time. In a Maxwellian gas at \(T_g\), an atom arriving at a wall carries on average \(2k_BT_g\): \(k_BT_g\) from the normal motion, since fast atoms arrive more often, and \(\tfrac12k_BT_g\) from each tangential direction.

A heat flux \(q\) distorts the distribution by a factor \(1+\alpha c_x(c^2-\tfrac52)\), where \(\mathbf c\) is the velocity in units of \(\sqrt{2k_BT_g/m}\), \(m\) is the gas-atom mass (called \(M\) above) and \(\alpha\) is small. The correction to the energy flux has an integrand even in \(c_x\), so the arriving half of the atoms carries \(q/2\). The correction to the arriving particle flux is proportional to \(\langle c_x^2c^2\rangle-\tfrac52\langle c_x^2\rangle=\tfrac54-\tfrac54=0\). If the atoms leave with the wall temperature, the net flux into the wall is

\[
q=2k_BT_g\Gamma+\frac q2-2k_BT_0\Gamma
\quad\Rightarrow\quad q=4k_B\Gamma(T_g-T_0),
\]

with \(\Gamma=p/\sqrt{2\pi mk_BT_g}\). This extends the distribution of the interior unchanged to the wall, which is an approximation.

Now insert \(q=(2\kappa_0p/k_B)|w'|\), \(T_g=T_0w^2\) and \(\Gamma=p/(w\sqrt{2\pi mk_BT_0})\). The pressure cancels, and division by \(T_0w\) gives

\[
w-\frac1w=\beta|w'|,\qquad \beta=\frac{\kappa_0\sqrt{2\pi mk_BT_0}}{2k_B^2T_0}.
\]

For \(w\) near 1 the left side is about \(2(w-1)\), so \(\beta/2\) is the column of gas equivalent to the contact resistance. It must be small compared with the total column \(N\) for the conduction picture to hold.

Let \(A=\sum_iB_i\sigma_i(1-e^{-\sigma_iN})\), which represents all the absorbed heat. The target receives the part \(k\) and the substrate \(A-k\), so the wall conditions are

\[
w_a-\frac1{w_a}=\beta k,\qquad w_b-\frac1{w_b}=\beta(A-k),\qquad w_b=w(N).
\]

The first gives \(w_a\) rising with \(k\), the second \(w_b\) falling with \(k\), while the profile started from \(w_a\) reaches a value at \(N\) that rises with \(k\). At \(k=0\) that value lies below the required \(w_b\). At \(k=A\) it exceeds it, because \(AN-\sum_iB_i(\sigma_iN-1+e^{-\sigma_iN})=\sum_iB_i[1-(1+\sigma_iN)e^{-\sigma_iN}]>0\). Hence there is one solution, with \(0<k<A\). Both edge values then exceed 1, and since \(w''<0\), \(w>1\) throughout.

## How much gas remains

The column \(N\) is fixed by the distance between the plates. From \(dx=d\xi/n\),

\[
L=\frac{k_BT_0}{p}\int_0^Nw^2\,d\xi .
\]

Since \(w>1\), it follows that \(N<n_0L\): in this model any energetic flux removes gas from the gap.

There is one such \(N\). To see this, let \(g=\partial w/\partial N\) at fixed \(\xi\). The source does not contain \(N\), so \(g''=0\) and \(g\) is a straight line. Differentiating the wall conditions gives

\[
\left(1+w_a^{-2}\right)g(0)=\beta g',
\]
\[
\left(1+w_b^{-2}\right)g(N)+\beta g'=-\left(1+w_b^{-2}\right)w'(N)-\beta w''(N).
\]

The right side of the second line is positive, because \(w'(N)<0\) and \(w''<0\). By the first line \(g(0)\) and \(g'\) have the same sign, so both are positive and \(g>0\). The length integral thus grows with \(N\), and reaches \(L\) once.

More power removes more gas. At fixed \(N\), let \(h=\partial w/\partial F_j\). It has \(h''<0\), with \(h(0)\) a positive multiple of \(h'(0)\) and \(h(N)\) a positive multiple of \(-h'(N)\). If \(h(0)\le0\), then \(h'(0)\le0\), so \(h\) would decrease all the way to a negative \(h(N)\) with \(h'(N)<0\), against the second condition. The same argument from the other side gives \(h(N)>0\), so \(h>0\) throughout. The same column would then occupy more than the available length, and some of it must leave.

## A limit that shows the feedback

Suppose the gas is nearly transparent, \(\sigma_iN\ll1\), and the wall contact ideal, \(w_a=w_b=1\). The exponentials are then close to 1, and

\[
w=1+C\xi(N-\xi),\qquad C=\frac{k_B}{4\kappa_0p}\sum_i\sigma_iF_i .
\]

With \(\int_0^N\xi(N-\xi)d\xi=N^3/6\) and \(\int_0^N\xi^2(N-\xi)^2d\xi=N^5/30\), the length condition is

\[
n_0L=N\left(1+\frac{CN^2}{3}+\frac{C^2N^4}{30}\right).
\]

For weak heating the lost fraction is \(1-N/(n_0L)\approx C(n_0L)^2/3\). It is proportional to the power and, because \(C\propto1/p\) and \(n_0\propto p\), also to the pressure. At low pressure most of the energy passes through the gas to the substrate. The two assumptions hold together only if \(\sigma_i\beta/2\ll1\), and for the gas of the example below this product is 0.31 and 0.16. With the wall contact kept, each wall receives the slope \(CN\), the edge values rise by \(\beta CN/2\), and the lost fraction becomes \(CN^2/3+\beta CN\). The second term does not depend on pressure and dominates when \(N<3\beta\): at one hundredth of the power of the example the model loses about 3.5% of the gas at every pressure from 0.02 to 0.5 Pa. At the low end of that range the conduction picture itself no longer holds.

In the formal limit of very strong heating the last term dominates and \(N\approx(30n_0L/C^2)^{1/5}\), which falls only as the power to \(-2/5\). The thinned gas takes up less energy, and the hot gas conducts better. The limit is approached slowly: the last term exceeds the other two together only when \(CN^2>5+\sqrt{55}\approx12.4\), and the midplane temperature \(T_0(1+CN^2/4)^2\) is then already about \(17\,T_0\). At more moderate heating of a transparent gas \(N\) falls even more slowly with power. A gas that absorbs nearly all the energy can thin faster, because losing some gas then hardly reduces the heating. The gas in the example below does so, and there the imperfect wall contact steepens the fall further. The law also fails when \(N\) becomes comparable with \(\beta\), because the wall contact is then no longer ideal.

## A strongly driven target

Consider \(p=5\) Pa, \(L=0.10\) m, \(T_0=300\) K, \(\kappa_0=0.018\) W/(m K) and gas atoms of 40 u. The ion current density is 100 A/m². Each ion releases one sputtered atom of 60 u with 10 eV, and on average 0.1 reflected neutral of 40 u with 50 eV. These are round model values.

The energy fluxes are \(100\times1\times10=1000\) W/m² for the sputtered atoms and \(100\times0.1\times50=500\) W/m² for the reflected ones. Collision cross-sections of \(2\times10^{-19}\) and \(1\times10^{-19}\) m², multiplied by the loss fractions 0.48 and 0.50, give \(\sigma=9.6\times10^{-20}\) and \(5.0\times10^{-20}\) m². For the sputtered atoms

\[
B=\frac{1.381\times10^{-23}\times1000}{2\times0.018\times5\times9.6\times10^{-20}}=0.80,
\]

and for the reflected ones \(B=0.77\).

The length condition gives \(N=4.86\times10^{19}\) m⁻², against \(1.207\times10^{20}\) m⁻² in the cold gap, so 40% of the gas remains. The exponents \(\sigma_iN\) are 4.66 and 2.43; the gas is far from transparent, and the \(-2/5\) law does not apply. The heat left in the gas is

\[
1000(1-e^{-4.66})+500(1-e^{-2.43})\approx1446\ \text{W/m}^2,
\]

of which 1048 W/m² returns to the target and 398 W/m² goes to the substrate.

The largest \(w\) is 1.792. The peak temperature is therefore \(300\times1.792^2\approx964\) K, and the lowest density is \(1/1.792^2=0.31\) of the cold value, 35 mm from the target. A direct numerical solution of the original equations in \(x\) reproduces the temperature profile to a relative difference of \(6\times10^{-9}\). That tests the mathematics, not the physical assumptions.

For the cold gas the heating time is 0.83 ms and the conduction time 2.3 ms, a ratio of 2.8. Sound crosses the gap in 0.31 ms. The first two times are averages over the whole gap, however, and the cold gas absorbs most of the power within two centimetres of the target. Right at the target, without conduction, it would warm by \(T_0\) in \(5k_BT_0/(2\sum_i\sigma_iF_i)=0.09\) ms, and conduction to the nearby target also acts sooner than the average suggests. The first moments are therefore not at constant pressure across the gap, and these times give only orders of magnitude. Expelling gas sideways takes longer if the target is wider than the gap.

Changing one ingredient at a time separates the causes:

- At one hundredth of the power 98.5% of the gas remains, at one tenth 86%, and at twice the power 27%. From one hundredth to one tenth, the lost fraction grows about ninefold, slightly less than in proportion.
- With four times the conductivity, 57% remains instead of 40%, and the peak falls to 614 K.
- Sputtered atoms alone leave 50% of the gas, reflected atoms alone 63%. The separate losses, 50% and 37%, add up to more than the joint loss of 60%.
- If the gap is sealed, the column cannot change. The pressure rises to 9.9 Pa, and the lowest density is still 75% of the initial one. Heat then only redistributes the gas; rarefaction of the whole gap needs a chamber to receive what is expelled. The sealed gas peaks at 793 K, cooler than the open gap.

## Where the picture becomes uncertain

The contact column is \(\beta/(2N)=0.067\) of the gas present, but its effect is larger than this suggests: the gas at the target is at 505 K beside a wall at 300 K. With ideal contact the peak would be 817 K instead of 964 K, and 49% of the gas would remain. Since the whole contact resistance accounts for 147 K of the peak temperature, an error of some tens of percent in the wall law shifts the peak by tens of kelvin. Errors of that size are to be expected: at the target \(\alpha=4q/(5p\sqrt{2k_BT_g/m})\approx0.37\) is not small, and the temperature changes by about 20% over one mean free path. The law also assumes that atoms leave with the wall temperature. An accommodation coefficient \(a_T<1\) multiplies \(\beta\) by \((2-a_T)/a_T\), which raises the peak to 1044 K for \(a_T=0.8\) and to 1185 K for \(a_T=0.6\). The conductivity law is also worth tens of kelvin. In argon the collision cross-section shrinks as the temperature rises, so that near 960 K the conductivity is about 30% above the \(\sqrt T\) law; this would lower the peak by roughly 70 K. At markedly lower pressure the conduction equation must give way to a kinetic calculation.

The fast atoms also push the gas. Since \(F_i\) is particle flux times \(\tfrac12m_iv_i^2\), their momentum flux is \(\sum_i2F_i/v_i=0.42\) Pa, or 8% of \(p\). The pressure can vary across the gap by an amount of this size, which is a direct displacement of gas, separate from heating.

The model further leaves out heating by the plasma, loss of neutral gas by ionization, sideways conduction, and the share of the pressure held by slowed sputtered vapour. It shows that energetic atoms are sufficient to thin the gas strongly under the stated conditions. It does not show that they are the sole cause in a given discharge. The numerical output below lists the values used here.

## Table of computed values

```
pressure 5.0 Pa, gap 0.10 m, wall T 300 K
kappa0 0.018 W/(m K), gas mass 40 u
ion current density 100 A/m^2
sputtered: 1.0 per ion, 10 eV, 60 u
  collision cross-section 2.00e-19 m^2
  mean fractional loss 0.4800
  energy-loss cross-section 9.600e-20 m^2
  energy flux 1000.0 W/m^2, B = 0.7990
reflected: 0.1 per ion, 50 eV, 40 u
  collision cross-section 1.00e-19 m^2
  mean fractional loss 0.5000
  energy-loss cross-section 5.000e-20 m^2
  energy flux 500.0 W/m^2, B = 0.7670
cold density 1.2072e+21 m^-3, cold column 1.2072e+20 m^-2
hot column N 4.8567e+19 m^-2, ratio to cold 0.4023
peak temperature 963.6 K at x = 35.4 mm
peak w 1.7922, lowest density ratio 0.3113
gas temperature at target 504.7 K
gas temperature at substrate 366.3 K
heat left in gas 1446.5 W/m^2
  conducted to target 1048.2 W/m^2
  conducted to substrate 398.2 W/m^2
energy flux reaching substrate unabsorbed 53.5 W/m^2
energy absorbed if gas stayed cold 1498.8 W/m^2
slope k 8.0401e-20 m^2
beta 6.543e+18 m^-2, beta/(2N) 0.0674
momentum flux of fast atoms 0.417 Pa, over p 0.0834
cold-gas heating time 0.834 ms
cold-gas conduction time 2.345 ms
acoustic time 0.310 ms
conduction time / heating time 2.81
case: column ratio, peak temperature, lowest density ratio
  power x 0.01: 0.9847, 307.3 K, 0.9761
  power x 0.10: 0.8646, 373.6 K, 0.8029
  power x 0.30: 0.6798, 518.7 K, 0.5784
  power x 1.00: 0.4023, 963.6 K, 0.3113
  power x 2.00: 0.2696, 1460.8 K, 0.2054
  conductivity x 4: 0.5699, 613.6 K, 0.4889
  ideal wall contact: 0.4883, 816.8 K, 0.3673
  sputtered only: 0.5037, 760.8 K, 0.3943
  reflected only: 0.6279, 566.5 K, 0.5295
sealed gap: pressure 9.933 Pa, peak T 792.6 K
sealed gap: lowest density / initial 0.7520
largest relative profile difference, direct solution 6.1e-09
```
